# Anomalous Hall conductivity from a valley imbalance: leading estimate and first correction

## The situation and the question

A monolayer semiconductor carries a current along $x$. Its conduction electrons occupy two valleys, A and B, at opposite points of the Brillouin zone. If A holds slightly more electrons than B, a transverse current appears without a magnetic field. How large is the part set by the band structure alone when the excess is $10^{11}$ cm$^{-2}$ and the Berry curvature is 10 Å$^2$?

Let $n_A$ and $n_B$ be the valley densities, both spins included, with

$$n=n_A+n_B,\qquad \delta n=n_A-n_B .$$

The electron charge is $-e$, and the Hall conductivity is $\sigma_H=j_y/E_x$. The valleys are time-reversal partners, and the magnetic field is zero. The small quantities will be the electrons' kinetic energies divided by half the band gap.

## The transverse velocity of a Bloch electron

Let $|u_1\rangle$ and $|u_0\rangle$ be the conduction and valence states of a two-band Hamiltonian $H(\mathbf k)$, with energies $\varepsilon_1>\varepsilon_0$. A field along $x$ moves the wavevector at the rate $\dot k_x=-eE_x/\hbar$. For slow motion write

$$|\psi\rangle=e^{-i\phi}\left(|u_1\rangle+c|u_0\rangle\right),\qquad \hbar\dot\phi\simeq\varepsilon_1,$$

where $c$ is of first order in $\dot k_x$. Projecting the Schrödinger equation on $|u_0\rangle$, and dropping $\dot c$ because it is of higher order in the slow drive, gives

$$i\hbar\dot k_x\langle u_0|\partial_xu_1\rangle+\varepsilon_1c=\varepsilon_0c,
\qquad
c=-\frac{i\hbar\dot k_x\langle u_0|\partial_xu_1\rangle}{\varepsilon_1-\varepsilon_0}.$$

Here $\partial_x$ means $\partial/\partial k_x$. The velocity operator is $\partial_yH/\hbar$, so

$$v_y=\frac{\partial_y\varepsilon_1}{\hbar}+\frac2\hbar\,\mathrm{Re}\left[c\,\langle u_1|\partial_yH|u_0\rangle\right].$$

Differentiating $H|u_1\rangle=\varepsilon_1|u_1\rangle$ and projecting on $|u_0\rangle$ gives $\langle u_0|\partial_yH|u_1\rangle=(\varepsilon_1-\varepsilon_0)\langle u_0|\partial_yu_1\rangle$. Inserting its complex conjugate cancels the energy denominator:

$$v_y=\frac{\partial_y\varepsilon_1}{\hbar}+2\dot k_x\,\mathrm{Im}\left[\langle\partial_yu_1|u_0\rangle\langle u_0|\partial_xu_1\rangle\right].$$

Replace $|u_0\rangle\langle u_0|$ by $1-|u_1\rangle\langle u_1|$. The subtracted term is a product of two imaginary numbers, hence real, and drops out. With the Berry connection $\mathbf A=i\langle u_1|\nabla u_1\rangle$,

$$\Omega=\partial_xA_y-\partial_yA_x=2\,\mathrm{Im}\langle\partial_yu_1|\partial_xu_1\rangle,
\qquad v_y=\frac{\partial_y\varepsilon_1}{\hbar}+\dot k_x\Omega .$$

## The leading estimate

The current is $-e$ times the sum of $v_y$ over occupied states. With equilibrium occupation $f(\varepsilon)$ in each valley, $f\,\partial_y\varepsilon$ is a total derivative and integrates to zero. The two minus signs, from the charge and from $\dot k_x$, multiply to plus:

$$\sigma_H=\frac{e^2}{\hbar}\sum_{\text{valleys, spins}}\int\frac{d^2k}{(2\pi)^2}\,f\,\Omega .$$

The field also distorts $f$. Without disorder-induced asymmetry this produces only longitudinal current in an isotropic valley; the transverse effects of disorder are treated below.

Time reversal gives $u_B(\mathbf k)=u_A(-\mathbf k)^*$, up to a constant unitary matrix. Then $\mathbf A_B(\mathbf k)=\mathbf A_A(-\mathbf k)$: the derivative supplies one minus sign and complex conjugation another. Taking the curl supplies one more, so $\Omega_B(\mathbf k)=-\Omega_A(-\mathbf k)$. Filled bands therefore cancel between valleys, as do equal conduction populations.

If the occupied states lie close to the band edge, $\Omega$ can be replaced by its edge value, $+\Omega_0$ in A and $-\Omega_0$ in B. The remaining integral counts electrons:

$$\boxed{\sigma_H^{(0)}=\frac{e^2}{\hbar}\Omega_0\,\delta n=\frac{e^2}{h}\,2\pi\Omega_0\,\delta n}$$

For $\Omega_0=0.100$ nm$^2$ and $\delta n=10^{-3}$ nm$^{-2}$, the product is $10^{-4}$, and

$$\sigma_H^{(0)}=2\pi\times10^{-4}\,\frac{e^2}{h}=6.28\times10^{-4}\,\frac{e^2}{h},$$

or 24.3 nS. The definition of $\delta n$ matters: transferring $10^{11}$ cm$^{-2}$ from B to A changes the difference by twice that amount and gives $1.26\times10^{-3}\,e^2/h$.

## How the curvature varies

The first correction requires a band model. Take a massive Dirac valley with gap $\Delta=2G$,

$$H_s=a(k_x\sigma_x-sk_y\sigma_y)+G\sigma_z,\qquad \varepsilon=\sqrt{G^2+a^2k^2},$$

where $s=+1$ in A, $s=-1$ in B, and energy is measured from midgap. The conduction spinor is proportional to $(G+\varepsilon,\;ake^{-is\theta})$, where $\theta$ is the angle of $\mathbf k$. Since $a^2k^2=(\varepsilon-G)(\varepsilon+G)$, its squared norm is $2\varepsilon(\varepsilon+G)$, and the second component has weight $(1-G/\varepsilon)/2$. Only that component has a varying phase, so

$$A_\theta=\frac{s}{2k}\left(1-\frac G\varepsilon\right),
\qquad
\Omega=\frac1k\frac{d(kA_\theta)}{dk}=\frac{sa^2G}{2\varepsilon^3}.$$

The last step uses $d\varepsilon/dk=a^2k/\varepsilon$. At the edge $\Omega_0=a^2/(2G^2)$. Expanding $\varepsilon\simeq G+a^2k^2/(2G)$ gives the effective mass $m^*=\hbar^2G/a^2$.

At zero temperature the curvature integral is the line integral of $\mathbf A$ around the Fermi circle. One spin channel contributes, in units of $e^2/h$,

$$\frac{1}{2\pi}\,2\pi k_FA_\theta(k_F)=\frac s2\left(1-\frac G{\varepsilon_F}\right).$$

## First correction at zero temperature

With two spin states, $k_F^2=2\pi n_v$ in a valley of density $n_v$. Define

$$y_v=\frac{a^2k_F^2}{G^2}=4\pi\Omega_0n_v .$$

The magnitude of the valley's contribution is then $1-(1+y_v)^{-1/2}$. The binomial expansion gives

$$\frac{y_v}{2}-\frac{3y_v^2}{8}+\dots
=2\pi\Omega_0n_v-6\pi^2\Omega_0^2n_v^2+\dots$$

Subtract the valleys and use $n_A^2-n_B^2=n\,\delta n$:

$$\boxed{\sigma_H=\frac{e^2}{h}2\pi\Omega_0\delta n\left[1-3\pi\Omega_0n+O\!\left((\Omega_0n)^2\right)\right]}$$

The correction depends on the total density, although the leading term does not. The reason is that the excess electrons occupy states near the Fermi circle, where the curvature is smaller than at the edge. In terms of the mean Fermi energy $E_F$ above the band edge, $E_F\simeq\pi G\Omega_0n$, so the relative correction is $-3E_F/G$. This agrees with $\Omega\propto\varepsilon^{-3}$.

For $n=4\times10^{12}$ cm$^{-2}$, or 0.04 nm$^{-2}$, it is

$$-3\pi(0.1)(0.04)=-3.8\%$$

relative to the leading estimate. The complete zero-temperature formula gives $6.05\times10^{-4}\,e^2/h$, a change of $-3.65\%$. The cubic term $+5y_v^3/16$ explains the difference: for small $\delta n$ it adds $7.5\pi^2(\Omega_0n)^2=0.12\%$.

The expansion fails when $y_v$ approaches one, at a valley density near $1/(4\pi\Omega_0)=0.8$ nm$^{-2}$, or $8\times10^{13}$ cm$^{-2}$. In the opposite limit, $y_v\gg1$, each valley's contribution tends to $e^2/h$ in magnitude. Extra electrons then add little, because their curvature is small.

## First correction at finite temperature

Assume each valley has its own chemical potential, fixed by its density, and a common temperature. Let $E=\varepsilon-G$. Since $a^2k\,dk=\varepsilon\,d\varepsilon$, the density and Hall magnitude of one valley are

$$n_v=D\int_0^\infty\left(1+\frac EG\right)f\,dE,\qquad
h_v=2\pi\Omega_0D\int_0^\infty\left(1+\frac EG\right)^{-2}f\,dE,$$

with $D=G/(\pi a^2)$ and $h_v$ in units of $e^2/h$. Expanding both integrands to first order in $E/G$ and eliminating the leading integral gives

$$h_v\simeq2\pi\Omega_0\left(n_v-\frac{3U_v}{G}\right),\qquad U_v=D\int_0^\infty Ef\,dE .$$

For a small imbalance we need $dU_v/dn_v$. At this order the density of states in $U_v$ may be held constant. Since $\partial f/\partial\mu=-\partial f/\partial E$, integration by parts gives $dU_v=n_v\,d\mu$, while $dn_v=Df(0)\,d\mu$. For constant $D$,

$$E_F=\frac{n_v}{D}=k_BT\ln\left(1+e^{\mu/k_BT}\right),
\qquad f(0)=1-e^{-E_F/k_BT}.$$

Therefore

$$\boxed{\frac{\sigma_H}{\sigma_H^{(0)}}\simeq1-\frac3G\,\frac{E_F}{1-e^{-E_F/k_BT}}}$$

For $k_BT\ll E_F$ this returns $1-3E_F/G$. For $k_BT\gg E_F$ it becomes $1-3k_BT/G$, because the mean kinetic energy of a dilute two-dimensional gas is $k_BT$.

In the example $G=800$ meV and $E_F=9.99$ meV, while $k_BT=25.9$ meV at 300 K. The fraction multiplying $3/G$ is 31 meV, so the first correction is $-11.7\%$. Numerical integration without expansion gives $5.62\times10^{-4}\,e^2/h$, or $-10.5\%$. Second-order terms have the required sign: in the dilute limit the ratio of the two integrals is $1-3t+9t^2+\dots$ with $t=k_BT/G$, and $9t^2$ is about $0.9\%$. At the density of the example the second-order term is larger, about $1.4\%$, and higher orders reduce the total difference to $1.2\%$.

## Disorder enters at leading order

The density and temperature corrections are small. Disorder is different, because part of its effect survives as the disorder becomes weak. Consider static, scalar impurities that scatter within a valley.

Near the band edge the position operator projected on the conduction band is $\mathbf r=i\nabla_k+\mathbf A$, so $[x,y]=i\Omega$. Commuting $\mathbf r$ with a potential gives, to first order in $\Omega$, the same anomalous velocity for an impurity force as for the applied force. A collision that changes the wavevector by $\delta\mathbf k$ thus displaces the electron by

$$\delta\mathbf r=\boldsymbol\Omega\times\delta\mathbf k,\qquad a|\delta\mathbf k|\ll G .$$

This side jump acts twice. Let $F=-eE_x/\hbar$, so that the intrinsic transverse velocity, summed over a valley, is $n_vF\Omega$.

First, in a steady state the collisions remove wavevector as fast as the field supplies it. Their total rate along $x$ is $-n_vF$, and the accumulated jumps contribute $-n_vF\Omega$.

Second, the field does work $\hbar F\,\delta x$ during a jump, so the band energy changes by that amount. The equilibrium occupations before and after then differ, and the distribution acquires a correction $g$. For scattering rate $w$, balance requires

$$\sum_{k'}w(g_k-g_{k'})=\frac{\partial f}{\partial\varepsilon}\,\hbar F\sum_{k'}w\,\delta x .$$

For isotropic transport time $\tau$, $\sum w(\mathbf k'-\mathbf k)=-\mathbf k/\tau$, hence $\sum w\,\delta x=\Omega k_y/\tau$. The left side is $g/\tau$ for $g\propto k_y$. Thus $g=\hbar F\Omega k_y\,\partial f/\partial\varepsilon$, and

$$\sum_kv_yg=F\Omega\sum_kk_y\frac{\partial f}{\partial k_y}=-n_vF\Omega$$

by parts. The two side-jump parts total $-2$ times the intrinsic part. At low density, and for this disorder, the sum of intrinsic and side-jump terms is **minus** the intrinsic estimate.

At finite density the shift was evaluated numerically for short-range impurities from

$$\delta\mathbf r=\mathbf A(\mathbf k')-\mathbf A(\mathbf k)-(\nabla_k+\nabla_{k'})\arg\langle u_{k'}|u_k\rangle .$$

The connections locate the packets before and after scattering, and the last term is the displacement due to the scattering phase. To lowest order in the impurity strength, the side jump in the example is $-1.21\times10^{-3}\,e^2/h$, which is $-2.00$ times the intrinsic value at the same density. Their sum is $-6.05\times10^{-4}\,e^2/h$.

## Skew scattering

Impurities of strength $V$ and density $n_i$ also scatter preferentially to one side. For one spin, let $D_1=\varepsilon/(2\pi a^2)$, $C=G/\varepsilon$ and $S^2=1-C^2$. Keeping the dissipative part of the intermediate propagation, the scattering operator is

$$T\simeq V-i\pi D_1V^2P,\qquad P=\tfrac12(1+C\sigma_z),$$

where $P$ is the angular average of the conduction-band projector. For scattering angle $\varphi$, the spinors give

$$|\langle u_{k'}|T|u_k\rangle|^2\simeq\frac{V^2}{2}(1+C^2+S^2\cos\varphi)-\frac{\pi s}{2}D_1V^3CS^2\sin\varphi .$$

Averaging the first term with $1-\cos\varphi$ gives $V^2(1+3C^2)/4$; averaging the second with $\sin\varphi$ gives magnitude $\pi D_1V^3CS^2/4$. Their ratio is the skew Hall angle, $\pi D_1VCS^2/(1+3C^2)$. The longitudinal conductivity of the channel is $e^2D_1v^2\tau/2$, with $v=aS/\hbar$ and $1/\tau=2\pi n_iD_1V^2(1+3C^2)/(4\hbar)$. Multiplication gives

$$|\sigma_{\rm skew}|=\frac{e^2}{h}\frac{GS^4}{n_i|V|(1+3C^2)^2}
\simeq\frac{e^2}{h}\frac{Gy_v^2}{16n_i|V|}.$$

Summing spins and subtracting valleys, the ratio to the intrinsic term is $\pi G\Omega_0n/(n_i|V|)\simeq E_F/(n_i|V|)$ at low density. The sign follows that of $V$, so impurities of opposite sign partly cancel.

To size this term, take a low-temperature mobility of 1000 cm$^2$/(V s) and $n_i=10^{13}$ cm$^{-2}$. The mobility gives $\hbar/\tau=2.43$ meV. At low density $\hbar/\tau=n_iV^2m^*/\hbar^2$, and with $\hbar^2/m^*=0.16$ eV nm$^2$,

$$|V|=\sqrt{\frac{(0.00243)(0.16)}{0.1}}=0.062\ \text{eV nm}^2 .$$

Then $n_i|V|=6.2$ meV and the expected ratio is 1.6. The numerical calculation, which keeps repeated scattering in $T$ but only the dissipative part of the propagation, gives 1.7, or $1.0\times10^{-3}\,e^2/h$ if all impurities have one sign. The dissipative part is governed by $\pi D_1|V|=0.195$. The dispersive part, left out here, contains a logarithm of the short-distance cutoff and acts mainly on the conduction component of the spinor. Its effect can be sized with disc-shaped impurities of radius 0.15 to 0.4 nm, for which the scattering problem can be solved exactly. At the same mobility, the skew term is then 20 to 45% larger than the value above for repulsive discs and about 15 to 25% smaller for attractive ones. The smallest of these discs are no wider than the lattice constant of MoS$_2$, 0.32 nm: at radius 0.15 nm the repulsive disc must be about 1.5 eV high, close to the gap, and the squared Fourier component of the disc at the intervalley wavevector is still about a third of its value at zero wavevector. Real defects of that size can therefore also scatter between valleys, which this model leaves out. The disorder values given here are therefore lowest-order estimates. Repulsive impurities give a skew term opposite in sign to the intrinsic one; attractive impurities give one of the same sign.

These estimates treat the impurities one at a time. Interference between waves scattered by two impurities within about a wavelength of each other also produces skew scattering. For weak disorder that part does not depend on the impurity density. Its derivation is longer and is not given here, but for short-range scalar impurities at low density its lowest-order value is close to $+1$ times the intrinsic term. The intrinsic, side-jump and interference terms then nearly cancel, $1-2+1\approx0$, and skew scattering from single impurities largely sets the sign of what remains.

## The numbers beside a real monolayer

The parameters resemble those of monolayer MoS$_2$ in standard density-functional calculations: a gap of 1.6 eV and a mass of 0.48 electron masses, here with a density of a few $10^{12}$ cm$^{-2}$. The gap for free carriers is larger, above 2 eV. In the two-band model with the same mass, this lowers the curvature and the intrinsic estimate by a fifth or more. The chosen mobility represents a good sample at low temperature, not typical room-temperature operation. The valley polarization is 2.5%. The assumption that matters most is the absence of disorder contributions: to lowest order in the impurity strength, side jump alone moves the result from $+6.05\times10^{-4}$ to $-6.05\times10^{-4}\,e^2/h$, and interference between impurity pairs brings it back close to zero before skew scattering from single impurities is added. This near cancellation holds for short-range impurities. It need not hold for charged impurities whose potential extends over a distance comparable with $1/k_F$, here 2.8 nm. Conduction-band spin splitting matters less. If one spin state per valley were occupied and both spins had the same gap, the leading term would be unchanged, but $k_F^2$ would double and the first zero-temperature correction would become $-7.5\%$. In MoS$_2$ the valence band is spin-split by about 0.15 eV, so the gap differs between the spins by about $\pm5\%$. Since $\Omega_0\propto1/G^2$ at fixed $a$, the curvature differs by about $\pm9\%$. This averages out when both spins are equally filled and shifts the leading term when only one is.

Optical pumping may also leave free holes. Emptying valence states, whose curvature is opposite, adds to the electron term. In the two-band model, where the two curvatures are equal in size, an equal hole imbalance in the same valley doubles the intrinsic estimate to $1.26\times10^{-3}\,e^2/h$. In a real monolayer this is only approximate: other bands make the valence and conduction curvatures differ, and the holes occupy the spin-split valence band with the smaller gap. Electron–electron interactions, which are strong at this density, are outside this calculation, as are bound electron–hole pairs, intervalley scattering, phonon side jump and trigonal warping.

The signal is small. The longitudinal conductivity $ne\mu$ is $16.5\,e^2/h$, so the intrinsic Hall angle is $3.8\times10^{-5}$ rad. With no transverse current, $|E_y|=(\sigma_H/\sigma_{xx})E_x$, and the Hall resistance is $\sigma_H/\sigma_{xx}^2=0.059$ ohm. A current of 1 µA would give about 0.06 µV from the intrinsic term. This treats only the charge current as blocked at the edges. The much larger valley current is blocked too; it builds up a valley imbalance within a valley diffusion length $L$ of each edge, and with $n_A\ne n_B$ the backflow carries charge. With local charge neutrality, the electrostatic voltage across a bar of width $W$ is reduced by about $1-\tanh(W/2L)/(W/2L)$, so the value above holds for $W\gg L$, or for contacts that weight the two valleys by their conductivities. The estimate $6\times10^{-4}\,e^2/h$ is thus a sound measure of the band-structure contribution, while the sign and size of a measured voltage also require knowledge of the scattering. The remaining values are in the numerical output.

## Computed values

```
Berry curvature at band edge: 0.100 nm^2
Berry curvature, converted: 10.0 square angstrom
Valley density difference: 1.00e+11 cm^-2
Total electron density: 4.00e+12 cm^-2
Density in valley A: 2.050e+12 cm^-2
Density in valley B: 1.950e+12 cm^-2
Valley polarization: 2.50 percent
Curvature times density difference: 1.000e-04
Intrinsic Hall estimate: 6.283e-04 e^2/h
Intrinsic Hall estimate, converted: 24.34 nS
If 1e11 cm^-2 were transferred: 1.257e-03 e^2/h
With equal free holes in same valley: 1.257e-03 e^2/h
Gap: 1.60 eV
Velocity parameter hbar*v: 0.3578 eV nm
Effective mass: 0.476 electron masses
Mean Fermi wavenumber: 0.3545 nm^-1
Mean Fermi energy above band edge: 9.99 meV
Intrinsic, finite density, 0 K: 6.054e-04 e^2/h
Change from estimate, 0 K: -3.65 percent
Intrinsic, 300 K: 5.624e-04 e^2/h
Change from estimate, 300 K: -10.49 percent
Low-temperature mobility: 1000 cm^2/(V s)
Scattering time: 0.271 ps
Level broadening hbar/tau: 2.43 meV
Fermi wavenumber times mean free path: 8.22
Impurity density: 1.00e+13 cm^-2
Impurity strength: 0.0624 eV nm^2
Born parameter pi*D*V: 0.195
Side jump at 0 K: -1.211e-03 e^2/h
Side jump over intrinsic: -2.000
Intrinsic plus side jump: -6.052e-04 e^2/h
Skew magnitude, one impurity sign: 1.032e-03 e^2/h
Skew magnitude over intrinsic: 1.71
Longitudinal conductivity: 16.54 e^2/h
Intrinsic Hall angle: 3.798e-05 rad
Intrinsic Hall resistance: 0.0593 ohm
```
